# Exact and first impulse deflections in an inverse-square repulsive potential

## Problem

An ion of mass $M_1$ and speed $v$ meets an atom of mass $M_2$ at rest. They repel through the central potential $V(r)=C/r^2$, $C>0$. The impact parameter is $p$, the reduced mass is $\mu=M_1M_2/(M_1+M_2)$, and the energy of relative motion is $E_c=\mu v^2/2$. The motion is classical, nonrelativistic and elastic.

The first impulse approximation computes the transverse momentum transfer $\Delta p_\perp$ on an undeflected straight path at constant speed, and takes the angle as $\theta_1=\Delta p_\perp/(\mu v)$.

1. For $C=E_cp^2$, show that the exact centre-of-mass deflection is $52.7^\circ$.
2. Show that the first impulse approximation gives $90^\circ$ for the same collision.
3. Explain the difference, and find when the approximation is good to 10 percent.
4. Apply the results to 3 keV boron in silicon. Find the energy transfer and the laboratory angle, and estimate what the model neglects.

## Solution

### 1. The exact deflection

Without external forces the centre of mass moves uniformly. The separation vector $\mathbf r$ moves like one particle of mass $\mu$ in the potential $V(r)$. Let $\varphi$ be its polar angle. Long before the collision the angular momentum is $\mu vp$ and the energy is $E_c$, and both are conserved:

$$
\mu r^2\dot\varphi=\mu vp,\qquad
\frac{\mu}{2}\left(\dot r^2+r^2\dot\varphi^2\right)+\frac{C}{r^2}=E_c .
$$

The first equation gives $\dot\varphi=vp/r^2$. The angular part of the kinetic energy is therefore $\mu v^2p^2/(2r^2)=E_cp^2/r^2$. Define the dimensionless strength

$$
g=\frac{C}{E_cp^2}.
$$

The potential energy is then $C/r^2=gE_cp^2/r^2$. It has the same dependence on $r$ as the angular term, and the two combine:

$$
\frac{\mu\dot r^2}{2}=E_c\left[1-\frac{(1+g)p^2}{r^2}\right].
$$

The closest approach $r_0$ is where $\dot r=0$:

$$
r_0=p\sqrt{1+g}.
$$

Dividing the radial equation by $E_c=\mu v^2/2$ and multiplying by $r^2$ gives $r^2\dot r^2=v^2(r^2-r_0^2)$. On the outgoing half of the orbit $\dot r>0$, so

$$
\frac{d(r^2)}{dt}=2r\dot r=2v\sqrt{r^2-r_0^2}.
$$

Put $w=r^2-r_0^2$. Then $dw/(2\sqrt w)=v\,dt$, and integration from closest approach at $t=0$ gives $\sqrt w=vt$. The incoming half is its time reverse. For all times

$$
r^2(t)=r_0^2+v^2t^2 .
$$

A free particle would obey $r^2=p^2+v^2t^2$. In this potential the distance changes with time as if the particle were free, but with impact parameter $r_0$ instead of $p$. The direction of motion does change.

The total angle swept by $\mathbf r$ is

$$
\Phi=\int_{-\infty}^{\infty}\frac{vp}{r_0^2+v^2t^2}\,dt .
$$

With $vt=r_0\tan\alpha$ we have $v\,dt=r_0\,d\alpha/\cos^2\alpha$ and $r_0^2+v^2t^2=r_0^2/\cos^2\alpha$. The integrand becomes $(p/r_0)\,d\alpha$, with $\alpha$ running from $-\pi/2$ to $\pi/2$. Hence $\Phi=\pi p/r_0$.

Without a force the separation vector turns by $\pi$, from one end of a straight line to the other. Repulsion reduces this angle, and the reduction is the deflection, counted positive away from the target:

$$
\theta=\pi-\Phi=\pi\left(1-\frac{1}{\sqrt{1+g}}\right).
$$

The condition $C=E_cp^2$ means $g=1$, so

$$
\theta=180^\circ\left(1-\frac1{\sqrt2}\right)=52.7^\circ .
$$

The condition has a simple meaning. In a head-on collision all the energy becomes potential energy at $C/r^2=E_c$, which is at $r=\sqrt{C/E_c}$. For $g=1$ this distance equals the impact parameter. The actual closest approach is $\sqrt2\,p$, because part of the energy stays in the angular motion.

### 2. The first impulse approximation

Let the straight path run along $x$, with $r^2=p^2+x^2$ and $x=vt$. The repulsive force has magnitude $-dV/dr=2C/r^3$. Its component perpendicular to the path is this magnitude times $p/r$, so

$$
\Delta p_\perp=\int_{-\infty}^{\infty}\frac{2Cp}{r^4}\,dt
=\frac{2Cp}{v}\int_{-\infty}^{\infty}\frac{dx}{(p^2+x^2)^2}.
$$

With $x=p\tan\alpha$, $dx=p\,d\alpha/\cos^2\alpha$ and $(p^2+x^2)^2=p^4/\cos^4\alpha$. The integral is

$$
\frac1{p^3}\int_{-\pi/2}^{\pi/2}\cos^2\alpha\,d\alpha=\frac{\pi}{2p^3}.
$$

Therefore $\Delta p_\perp=\pi C/(vp^2)$. Dividing by $\mu v$ and using $\mu v^2=2E_c$,

$$
\theta_1=\frac{\pi C}{\mu v^2p^2}=\frac{\pi C}{2E_cp^2}=\frac{\pi g}{2}.
$$

For $g=1$ this is $\pi/2$, or $90^\circ$.

The number depends on taking the ratio itself as the angle, which is justified for small angles. Here the ratio is $\pi/2=1.57$. In an elastic collision the relative momentum keeps its magnitude $\mu v$, so its final transverse component is $\mu v\sin\theta$ and cannot exceed $\mu v$. The computed impulse breaks this limit.

Other readings of the same impulse do not repair it. If the longitudinal momentum is left unchanged, the angle is $\arctan(\pi/2)=57.5^\circ$, but the final momentum is then $\sqrt{1+\pi^2/4}=1.86$ times the initial one, against energy conservation. If the speed is kept and the impulse is taken as the full momentum change $2\mu v\sin(\theta/2)$, the angle is $2\arcsin(\pi/4)=103.5^\circ$. The first of these lies near the exact value, but it does not raise the order of the approximation: its error, like that of $\theta_1$, begins at order $g^2$. The expansion of $\arctan(\pi g/2)$ has no term in $g^2$, whereas the exact deflection has one, as shown next.

### 3. Why the two results differ

**The force on the true orbit.** Compare the time integral of the force magnitude on the two paths, with $C$, $v$ and $p$ held fixed. On the true orbit $r^2=r_0^2+v^2t^2$, and the substitution $vt=r_0\tan\alpha$ gives

$$
\int_{-\infty}^{\infty}\frac{2C\,dt}{(r_0^2+v^2t^2)^{3/2}}
=\frac{2C}{vr_0^2}\int_{-\pi/2}^{\pi/2}\cos\alpha\,d\alpha=\frac{4C}{vr_0^2}.
$$

On the straight path $r_0$ is replaced by $p$, and the integral is $4C/(vp^2)$. The true value is smaller by the factor $p^2/r_0^2=1/(1+g)$, which is one half for $g=1$.

Two effects are contained in this factor. At closest approach the true force is weaker than on the straight path by $(r_0/p)^3=2\sqrt2$. The force also acts for longer, by the factor $r_0/p=\sqrt2$, because $r$ changes with time as for a free particle passing at distance $r_0$ with speed $v$. The weakening outweighs the longer duration: $\sqrt2/(2\sqrt2)=1/2$. The factor one half is not itself the ratio of the two angles. On the true orbit the transverse impulse is $\mu v\sin\theta$, which for $g=1$ is 0.51 times the straight-path value $\pi\mu v/2$. The ratio of the angles is 0.59, because $\theta_1$ takes the impulse divided by $\mu v$ as the angle itself, while the exact angle is larger than its sine.

**Expansion in the strength.** The binomial series of $(1+g)^{-1/2}$ gives

$$
\theta=\pi\left(\frac g2-\frac{3g^2}{8}+\frac{5g^3}{16}-\cdots\right).
$$

The impulse result is the first term. It is thus the correct weak-scattering limit, and the leading correction is negative.

At $g=1$ the series is at the edge of its range of convergence. The magnitudes of its coefficients, apart from the factor $\pi$, are

$$
c_k=\prod_{j=1}^{k}\frac{2j-1}{2j}.
$$

They decrease with $k$. Squaring and regrouping the factors gives

$$
c_k^2=\frac1{2k+1}\prod_{j=1}^k\frac{(2j-1)(2j+1)}{(2j)^2}<\frac1{2k+1},
$$

because each factor in the last product is $1-1/(4j^2)<1$. The terms therefore alternate in sign and decrease to zero, so the series converges at $g=1$, and by continuity up to the endpoint its sum is the exact deflection. Convergence is slow. The first six partial sums are $90.0^\circ$, $22.5^\circ$, $78.8^\circ$, $29.5^\circ$, $73.8^\circ$ and $33.2^\circ$. Adding the second-order term to the impulse result replaces an overestimate by an underestimate; it does not give a useful answer here.

**Where the approximation works.** Let $s=\sqrt{1+g}$, so that $g=(s-1)(s+1)$. Then

$$
\frac{\theta_1}{\theta}=\frac{g/2}{1-1/s}
=\frac{s(s-1)(s+1)}{2(s-1)}=\frac{s(s+1)}2 .
$$

For $g=1$ this is $(2+\sqrt2)/2=1.707$: the impulse angle is 71 percent above the exact angle. An excess of 10 percent requires $s^2+s=2.2$, hence

$$
s=\frac{-1+\sqrt{9.8}}2=1.065,\qquad g=s^2-1=0.135 .
$$

Since $g=(C/E_c)/p^2$, this means $p=2.72\sqrt{C/E_c}$. The ratio grows with $s$, so for this potential the impulse result is within 10 percent when the impact parameter is at least 2.72 times the head-on closest approach.

In the opposite limit, $g\to\infty$, the exact deflection tends to $\pi$ and the particle is thrown straight back. The impulse angle grows without bound and already reaches $\pi$ at $g=2$.

### 4. Boron in silicon

**Choosing the inverse-square potential.** Implants of boron at a few keV are used for shallow junctions in silicon. Take $E=3000$ eV, charge numbers $Z_1=5$ and $Z_2=14$, and rounded masses of 11 u and 28 u. The nuclear repulsion is screened by electrons. A standard description is the Ziegler-Biersack-Littmark (ZBL) universal potential, in Gaussian form

$$
V_Z(r)=\frac{Z_1Z_2e^2}{r}\,\phi\!\left(\frac ra\right),\qquad
a=\left(\frac{9\pi^2}{128}\right)^{1/3}\frac{a_0}{Z_1^{0.23}+Z_2^{0.23}},
$$

$$
\phi(x)=0.1818e^{-3.2x}+0.5099e^{-0.9423x}+0.2802e^{-0.4028x}+0.02817e^{-0.2016x}.
$$

Here $a_0=\hbar^2/(me^2)$ is the Bohr radius and $e^2=1.440$ eV nm, which gives $a=0.01427$ nm.

Write $V_Z=h(r)/r^2$. Where $h$ has its maximum, $h'=0$ and the local power law is $1/r^2$. A numerical search places the maximum at $r_m=0.0233$ nm, with height $C=0.648$ eV nm². This fixes the model potential. The condition $C=E_cp^2$ then selects the impact parameter:

$$
E_c=\frac{M_2}{M_1+M_2}E=\frac{28}{39}(3000\ \text{eV})=2154\ \text{eV},
$$

$$
p=\sqrt{\frac{0.648}{2154}}\ \text{nm}=0.0173\ \text{nm},\qquad
r_0=\sqrt2\,p=0.0245\ \text{nm}.
$$

The closest approach is near $r_m$, where the inverse-square form fits best.

**Energy transfer and laboratory angle.** The centre of mass moves at $V_{cm}=M_1v/(M_1+M_2)$. In its frame the target has speed $V_{cm}$ before and after, and its velocity turns by $\theta$. The velocity change is $2V_{cm}\sin(\theta/2)$. Since the target starts at rest in the laboratory, its final energy is

$$
T=\frac{M_2}{2}\,4V_{cm}^2\sin^2\frac\theta2
=\frac{4M_1M_2}{(M_1+M_2)^2}\,E\sin^2\frac\theta2 .
$$

The ion has speed $M_2v/(M_1+M_2)$ in the centre-of-mass frame. Adding $V_{cm}$ to its longitudinal component gives the laboratory angle $\psi$:

$$
\tan\psi=\frac{\sin\theta}{\cos\theta+M_1/M_2}.
$$

The mass factor in $T$ is $4(11)(28)/39^2=0.810$, so the largest possible transfer is 2430 eV. The two deflections give

- exact, $\theta=52.7^\circ$: $T=2430\sin^2(26.36^\circ)=479$ eV and $\psi=38.5^\circ$;
- impulse, $\theta_1=90^\circ$: $T=2430\times0.5=1215$ eV and $\psi=68.6^\circ$.

Inserting the impulse angle into the elastic formula overstates the energy given to the silicon atom by a factor of 2.54.

**The screened potential.** For a general potential, the conservation laws with $u=p/r$ give

$$
\theta=\pi-2\int_0^{u_m}\frac{du}{\sqrt{1-V(p/u)/E_c-u^2}},
$$

where $u_m$ is the zero of the root. Numerical quadrature with the full ZBL potential, at the same $p$ and $E_c$, gives $53.95^\circ$. The straight-line impulse gives $84.5^\circ$. The large overestimate therefore persists in this collision when the full screened potential is used.

The exact ZBL angle is slightly larger than $52.7^\circ$, although $V_Z\le C/r^2$ by the choice of $C$. A lower potential need not mean a weaker force. The ZBL force is

$$
-\frac{dV_Z}{dr}=\frac{2h}{r^3}-\frac{h'}{r^2}.
$$

At $r_m$ the two potentials are equal, and $r_m<r_0$, so the ion cannot reach $r_m$ in either. Its whole path lies outside the maximum of $h$. Just outside it, $h'$ is negative to first order in $r-r_m$, while $h$ falls below $C$ only to second order, so the ZBL force is the stronger one. Far out it is weaker, because it is screened exponentially. The net effect, from the quadrature, is an increase of $1.2^\circ$.

**Other neglected effects.** The remaining estimates keep $C$ and the beam energy fixed.

*Electronic loss.* The Lindhard-Scharff stopping cross section is

$$
S_e=\frac{8\pi e^2a_0Z_1^{1/6}Z_1Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\,\frac{v\hbar}{e^2}.
$$

With $v\hbar/e^2=0.105$ it is 0.712 eV nm². The Oen-Robinson model assigns to one collision the loss

$$
Q=\frac{0.3^2S_e}{2\pi a^2}\,e^{-0.3r_0/a}\approx30\ \text{eV},
$$

which is 1.4 percent of $E_c$. Replacing $E_c$ by $E_c-Q$ in $g$, as if all the loss came first, changes the angle by about $0.4^\circ$. This is a scale, not a treatment of inelastic scattering.

*Quantum spread.* The reduced wavelength is $\hbar/(\mu v)=3.5\times10^{-5}$ nm, far below $p$. A Gaussian packet of transverse width $\delta$, with no correlation between position and momentum, still has an angular spread

$$
(\delta\theta)^2=\left(\frac{d\theta}{dp}\,\delta\right)^2+\left(\frac{\hbar}{2\mu v\,\delta}\right)^2 .
$$

The product of the two terms does not depend on $\delta$, so their sum is least when they are equal: $(\delta\theta)^2=|d\theta/dp|\,\hbar/(\mu v)$. Differentiating $\theta=\pi[1-p/\sqrt{p^2+C/E_c}]$ at $g=1$ gives $|d\theta/dp|=\pi/(2\sqrt2\,p)$, and the spread is $2.7^\circ$. For a packet of this best width, the classical angle is the centre of a narrow distribution.

*Neighbouring atoms.* For a second silicon atom at a rough distance of 0.24 nm from the path, the ZBL impulse estimate gives a centre-of-mass deflection of about $0.04^\circ$. The scattering is weak there, so the impulse formula is suitable. A neighbour at this distance hardly disturbs the two-body collision. However, 0.24 nm is about the silicon bond length, and a straight path close to one atom runs nearer than this to at least one of its bonded neighbours. With four tetrahedral bonds of 0.235 nm, a straight line through the atom passes within 0.19 nm of one of them, where the impulse estimate is about $0.1^\circ$. For random directions the median distance is 0.11 nm, giving about $1^\circ$, and one direction in ten passes within about 0.05 nm, where the deflection is several degrees. Such closer passages are separate collisions and are not treated further here.

*Thermal motion.* In a Debye model the mean square displacement of a silicon atom along one axis is

$$
\langle u_x^2\rangle=\frac{3\hbar^2}{2M_2\varepsilon_D^3}
\int_0^{\varepsilon_D}\varepsilon\coth\frac{\varepsilon}{2k_BT_s}\,d\varepsilon ,
$$

with $\varepsilon_D$ equal to $k_B$ times the Debye temperature and $T_s$ the target temperature. A rough Debye temperature of 500 K and $T_s=300$ K give a root mean square displacement of 0.0082 nm, nearly half of $p$. If the atom is displaced by this amount toward or away from the path, the deflection becomes $96^\circ$ or $31^\circ$.

**The model beside a real implant.** The energy and the ion-target pair are realistic, but $p=0.017$ nm describes a hard, close collision, not a typical passage between atoms 0.24 nm apart. Of the effects estimated here, thermal motion is the largest: if $p$ is taken from the lattice site, it shifts the angle by tens of degrees. This does not alter the two-body law, which holds with the impact parameter measured from the atom's actual position. At that fixed $p$, for a packet near the best width and leaving aside closer neighbours, the effects estimated here amount to a few degrees, while the first impulse approximation is wrong by $37^\circ$. The ZBL potential is itself a fitted average over many atom pairs, and its error for boron and silicon is not included in these figures. It is probably not smaller than they are: an unrestricted Hartree-Fock estimate for the neutral pair at 0.0245 nm gives about 1210 to 1220 eV, depending on the basis, against 1078 eV for ZBL, and a potential rescaled to such values deflects by about $57^\circ$ at the same $p$. The ZBL angle should therefore be trusted to a few degrees only, which is still far below the error of the impulse approximation.
